# How Interactions Affect the Persistent Current of a Quantum Ring

## Problem

$N$ electrons of mass $m_e$ and charge $q=-e$ move on a circle of radius $R$. A magnetic flux $\Phi$ threads the hole, and no field touches the electrons. Zeeman and spin-orbit terms are absent. Energies are in units of $\varepsilon_0=\hbar^2/(m_eR^2)$, and $\phi=q\Phi/h$ is the reduced flux. With $l_j=-i\,\partial/\partial\theta_j$,
$$H=\tfrac12\sum_j(l_j-\phi)^2+\sum_{i<j}V(\theta_i-\theta_j)+\sum_jW(\theta_j),$$
where $V$ and $W$ are real, even and $2\pi$-periodic.

(a) Find the current operator. Show that for $W=0$ the current at fixed total angular momentum $L$ does not depend on $V$.

(b) For two electrons and $W=0$, decide whether the ground-state current at a given flux can nevertheless depend on $V$.

(c) For two electrons in the singlet state that starts from $L=0$, find the change of current to second order in a weak impurity. How does repulsion alter it?

(d) Compute the current for $W=w\,b(\theta)$ and $V=u\,b(\theta)$, with $b(\theta)=e^{4(\cos\theta-1)}$, $w=1$, $\phi=0.2$ and $u=0,2,5,10$. These are model parameters.

(e) What flux must a Kohn-Sham system have to reproduce both the density and the current of this singlet?

## Solution

### (a) The clean ring

The vector potential along the circle is $A=\Phi/(2\pi R)$, and the canonical momentum is $\hbar l_j/R$. The velocity is therefore
$$v_j=\frac1{m_e}\left(\frac{\hbar l_j}{R}-\frac{q\Phi}{2\pi R}\right)=\frac{\hbar}{m_eR}(l_j-\phi).$$
An electron with velocity $v_j$ carries the current $qv_j/(2\pi R)$, averaged around the ring. Summing over electrons gives
$$I=\frac{q\hbar}{2\pi m_eR^2}\,J=\frac{q\varepsilon_0}{h}\,J,\qquad J=\Big\langle\sum_j(l_j-\phi)\Big\rangle .$$

Since $\partial H/\partial\phi=-\sum_j(l_j-\phi)$, the Hellmann-Feynman theorem gives $J=-\partial E/\partial\phi$ for an energy eigenstate. With $\partial\phi/\partial\Phi=q/h$, this is the same as $I=-\partial(\varepsilon_0E)/\partial\Phi$.

The ring average is also the local current. The potentials are local, so the continuity equation $\partial_tn+\partial_\theta j=0$ holds. In a stationary state $\partial_tn=0$, so $j$ is independent of $\theta$ and equals $J/2\pi$, even if an impurity makes the density uneven.

Let $L=\sum_jl_j$. The interaction commutes with it, because
$$[L,V(\theta_i-\theta_j)]=-i\left(\frac{\partial V}{\partial\theta_i}+\frac{\partial V}{\partial\theta_j}\right)=-i(V'-V')=0.$$
The kinetic energy commutes with $L$ too, so for $W=0$ the eigenstates can be labelled by $L$. The current operator contains the $l_j$ through their sum alone:
$$\sum_j(l_j-\phi)=L-N\phi\quad\Longrightarrow\quad J=L-N\phi .$$
This holds for every state of definite $L$, whatever its spin, its excitation or the strength of $V$. Mutual forces redistribute angular momentum among the electrons without changing the total, and for a common constant mass the total fixes the current.

The quadratic kinetic energy is essential. On a lattice of angular spacing $\eta$ the one-electron kinetic energy is $[1-\cos((l-\phi)\eta)]/\eta^2$. Minus its derivative with respect to $\phi$ is the contribution to $J$:
$$\frac{\sin((l-\phi)\eta)}{\eta}=(l-\phi)-\frac{\eta^2}{6}(l-\phi)^3+\dots$$
The cubic term depends on how $L$ is shared among the electrons, which $V$ does change.

Three spin-polarized electrons at $\phi=0.1$ show this. Their ground state has $L=0$, so the continuum value is $J=-0.3$. With 16 sites $J=-0.2847$ for $u=0$ and $-0.2830$ for $u=5$. With 32 sites the values are $-0.2961$ and $-0.2957$. Removing the $\eta^2$ error by $(4J_{32}-J_{16})/3$, with unrounded values, gives $-0.29995$ for $u=0$ and $-0.29998$ for $u=5$.

### (b) Which angular momentum is the ground state?

Introduce $\Theta=(\theta_1+\theta_2)/2$ and $\theta=\theta_1-\theta_2$. The chain rule gives
$$l_1=\tfrac12L+p,\qquad l_2=\tfrac12L-p,\qquad L=-i\partial_\Theta,\quad p=-i\partial_\theta .$$
In the kinetic energy the cross terms cancel:
$$\tfrac12\left[(\tfrac L2-\phi+p)^2+(\tfrac L2-\phi-p)^2\right]=\tfrac14(L-2\phi)^2+p^2 .$$
Writing $\psi=e^{iL\Theta}f(\theta)$, we obtain
$$E=\tfrac14(L-2\phi)^2+e,\qquad -f''+Vf=ef .$$

Moving electron 1 once around the ring changes $\Theta$ by $\pi$ and $\theta$ by $2\pi$. Single-valuedness of $\psi$ thus requires $f(\theta+2\pi)=(-1)^Lf(\theta)$. Exchange requires $f$ to be even for a singlet and odd for a triplet.

Without interaction, or with a repulsion that falls with distance, the competing states at $0\le\phi\le\frac12$ are the singlet with $L=0$ and relative energy $e_s$, and the triplet with $L=1$ and relative energy $e_t$. They cross when
$$\phi^2+e_s=\tfrac14-\phi+\phi^2+e_t\quad\Longrightarrow\quad\phi_c=\tfrac14+e_t-e_s .$$
Without interaction $f_s$ is constant and $f_t\propto\sin(\theta/2)$. Then $e_s=0$, $e_t=\frac14$ and $\phi_c=\frac12$.

In the opposite limit of an impenetrable contact, $f(0)=0$ for both states. The boundary and exchange conditions then give $f(2\pi-\theta)=f(\theta)$ for both. On $0<\theta<2\pi$ they solve the same problem, so $e_t=e_s$ and $\phi_c=\frac14$. For the repulsion of part (d), $\phi_c$ falls from $0.500$ at $u=0$ to $0.321$, $0.268$ and $0.254$ at $u=2$, $5$ and $10$.

The ground-state current can therefore change even on a clean ring. At $\phi=0.3768$ the free pair has $L=0$ and $J=-2\phi=-0.754$. At $u=10$ the ground state has $L=1$ and $J=1-2\phi=+0.246$. Neither value violates part (a): the interaction has selected another $L$.

### (c) A weak impurity

Expand $W(\theta)=\sum_mv_me^{im\theta}$, with real $v_m=v_{-m}$. Since $\theta_{1,2}=\Theta\pm\theta/2$,
$$W(\theta_1)+W(\theta_2)=\sum_mv_me^{im\Theta}\,2\cos\frac{m\theta}{2}.$$
Thus harmonic $m$ takes the pair from $L=0$ to $L=m$. The $m=0$ part adds the constant $2v_0$ to the energy and has no effect on the current. The other harmonics have no first-order expectation value.

Let $f_0,e_0$ describe the clean $L=0$ singlet, and let $f_n,e_n$ be the even relative states allowed at $L=m$, normalized on $0<\theta<2\pi$. The excitation energy is
$$\tfrac14(m-2\phi)^2+e_n-\phi^2-e_0=D_{mn}-m\phi,\qquad D_{mn}=\frac{m^2}{4}+e_n-e_0 .$$
With $F_{mn}=|\langle f_n|2\cos(m\theta/2)|f_0\rangle|^2$, second-order perturbation theory gives
$$E^{(2)}=-\sum_{m\ne0,n}\frac{v_m^2F_{mn}}{D_{mn}-m\phi}.$$
Differentiating and using $J=-\partial E/\partial\phi$,
$$J=-2\phi+\sum_{m\ne0,n}\frac{m\,v_m^2F_{mn}}{(D_{mn}-m\phi)^2}.$$
This needs matrix elements small compared with the magnitudes of the denominators. The denominators are all positive as long as the $L=0$ state is the lowest singlet.

For small flux, combine $m$ with $-m$, which have the same $F$ and $D$:
$$\frac{m}{(D-m\phi)^2}-\frac{m}{(D+m\phi)^2}\simeq\frac{4m^2\phi}{D^3}.$$
Therefore
$$J\simeq-2\phi\Big(1-\sum_{m>0}C_mv_m^2\Big),\qquad C_m=2m^2\sum_n\frac{F_{mn}}{D_{mn}^3}.$$
Each $C_m$ is non-negative, so at this order the impurity lowers $|J|$. The interaction enters through $F$ and $D$.

**No interaction.** Here $f_0=1/\sqrt{2\pi}$, and $2\cos(m\theta/2)f_0$ is proportional to a single eigenfunction with $e=m^2/4$. Its squared norm is $F=2$, and $D=m^2/2$. Hence $C_m=2m^2\cdot2\cdot8/m^6=32/m^4$, so $C_1=32$ and $C_2=2$.

**Impenetrable contact.** On $0<\theta<2\pi$, $f_0=\sin(\theta/2)/\sqrt\pi$ and $e_0=\frac14$. For $m=1$,
$$2\cos\frac\theta2\,\sin\frac\theta2=\sin\theta ,$$
which is an allowed state with $e=1$. Thus $F=1$, $D=\frac14+1-\frac14=1$ and $C_1=2$. For $m=2$,
$$2\cos\theta\,\sin\frac\theta2=\sin\frac{3\theta}{2}-\sin\frac\theta2 .$$
Two states appear, each with $F=1$, and their energies are $\frac94$ and $\frac14$. The corresponding $D$ are $3$ and $1$, so $C_2=8(1+\frac1{27})\simeq8.3$.

**Rigid pair.** If a longer-ranged repulsion holds the electrons at $\theta=\pi$ with vanishing spread, then $2\cos(m\theta/2)$ becomes a number. It is zero for odd $m$ and has magnitude 2 for even $m$. Odd harmonics drop out because the potential energies of opposite electrons cancel. For even $m$, $F=4$ and $D=m^2/4$, so $C_m=512/m^4$ and $C_2=32$.

At $u=10$ the computed coefficients are $C_1=0.57$ and $C_2=13.0$, between the last two limits. Strong repulsion thus protects the current from the first harmonic and exposes it to the second. The change of $C_2$ is not monotonic: for very weak repulsion it dips slightly, to $1.98$ near $u=0.06$, and it is above $2$ again at $u=0.2$. Its net effect depends on the shape of the impurity.

The finite-flux formula was tested at $w=0.05$ and $\phi=0.2$, averaging over $\pm w$ to remove odd orders. The change of $J$ from diagonalization is $0.001476$ at $u=0$, against $0.001481$ from the formula. At $u=10$ both round to $0.00028$.

### (d) The impurity with $w=1$

From $e^{\kappa\cos\theta}=\sum_mI_m(\kappa)e^{im\theta}$, where $I_m$ is a modified Bessel function, the harmonics of $b$ are $b_m=e^{-4}I_m(4)$. In the plane-wave basis $|l_1l_2\rangle$ the Hamiltonian has

- diagonal kinetic terms $\frac12(l_1-\phi)^2+\frac12(l_2-\phi)^2$;
- interaction elements $u\,b_k$ for $(l_1,l_2)\to(l_1+k,l_2-k)$, which conserve $L$;
- impurity elements $w\,b_k$ for a change of one $l_j$ by $k$, which do not.

The matrix is diagonalized in the exchange-symmetric space with $|l_j|\le12$. If $c_{l_1l_2}$ are the amplitudes of its lowest state, then
$$J=\sum_{l_1,l_2}|c_{l_1l_2}|^2(l_1+l_2-2\phi).$$
The singlet lies below the triplet at all four values of $u$; the smallest gap is $0.040\,\varepsilon_0$, at $u=10$.

For a scale in amperes, take $R=20$ nm and the free-electron mass. Then $\varepsilon_0=0.1905$ meV and $e\varepsilon_0/h=7.380$ nA. The clean current is $0.4\times7.380=2.952$ nA. With the impurity:

| $u$ | $J$ | $\lvert J\rvert/(2\phi)$ | $\lvert I\rvert$ (nA) |
|---:|---:|---:|---:|
| 0 | −0.1935 | 0.484 | 1.428 |
| 2 | −0.2965 | 0.741 | 2.188 |
| 5 | −0.3080 | 0.770 | 2.273 |
| 10 | −0.3064 | 0.766 | 2.261 |

Because $q<0$, a negative $J$ is a positive electric current, while $\phi>0$ means $\Phi<0$. The current opposes the flux: the response is diamagnetic.

The values in amperes only set a scale for the model and do not describe a real ring. They are ground-state values, and at $R=20$ nm the smallest singlet-triplet gap corresponds to about $90$ mK. They also assume that the flux is confined to the hole. A uniform field giving $\phi=0.2$ would be $0.66$ T, and with the free-electron mass and $g$ factor its Zeeman energy $g\mu_BB=0.40\,\varepsilon_0$ exceeds all four gaps, so it would make the triplet the ground state. The unscreened Coulomb energy of two electrons on opposite sides of this ring is about $190\,\varepsilon_0$, far above the values of $u$ used here.

The impurity halves the current of the free pair. Repulsion restores much of it, and at $u=10$ the current is $1.58$ times its value at $u=0$. A separate real-space lattice calculation, extrapolated in the spacing, gives $J=-0.1934$ at $u=0$ and $-0.3063$ at $u=10$.

The coefficients of part (c) explain the direction of the change. The impurity has $v_1=0.1788$ and $v_2=0.1176$. At $u=10$ the small-flux coefficients of the first two harmonics give the fractional loss
$$0.568(0.1788)^2+13.0(0.1176)^2\simeq0.018+0.180=0.198,$$
so $J\simeq-0.4(1-0.198)=-0.321$. This neglects finite-flux corrections, which are not small at $\phi=0.2$. The finite-flux formula, scaled from $w=0.05$ to $w=1$, gives a change of $0.0002764/0.05^2\simeq0.111$ and hence $J\simeq-0.289$. The diagonalized $-0.306$ lies between the two estimates. At $u=0$ the same estimate is
$$32(0.1788)^2+2(0.1176)^2\simeq1.02+0.03=1.05 .$$
A loss above one shows that the weak-impurity expansion has failed there; the diagonalization remains valid. The estimates suggest, without proving it at $u=0$, that the first harmonic is the main obstacle for free electrons and the second is the main one for the strongly repelling pair.

The current is slightly smaller at $u=10$ than at $u=5$, so it does not rise steadily with the repulsion.

A potential without a first harmonic can reverse the effect. For $W=0.5\cos2\theta$ at the same flux, the singlet has $J=-0.352$ at $u=0$ and $-0.176$ at $u=10$. Repulsion halves the current, so there is no general rule that it helps or harms.

### (e) The Kohn-Sham flux

A Kohn-Sham singlet has one doubly occupied orbital. Write it as $\chi=a\,e^{iS}$ with $a=\sqrt{n/2}$, let its flux be $\phi_s$, and define $v=S'-\phi_s$. Applying the kinetic momentum twice gives
$$(-i\partial_\theta-\phi_s)^2\chi=e^{iS}\left[-a''+v^2a-\frac{i}{a}(a^2v)'\right].$$
The imaginary part must vanish in a stationary state with a real scalar potential. Hence $nv$ is constant, and matching the current sets it to $J/2\pi$. The real part determines the potential, up to the orbital energy $\mu$:
$$v_s=\mu+\frac{a''}{2a}-\frac{v^2}{2}.$$

For an orbital whose phase does not wind, $\oint S'\,d\theta=0$. Integrating $v=J/(2\pi n)$ around the ring then gives
$$-2\pi\phi_s=\frac{J}{2\pi}\oint\frac{d\theta}{n}\quad\Longrightarrow\quad\phi_s=-\frac{J}{4\pi^2}\oint\frac{d\theta}{n}.$$
The difference $\phi_{xc}=\phi_s-\phi$ is the exchange-correlation flux, the loop integral of the exchange-correlation vector potential in reduced units.

On the clean ring $n=1/\pi$ and $J=-2\phi$. The integral is $2\pi^2$, so $\phi_s=\phi$ and $\phi_{xc}=0$. It also vanishes for $V=0$, where the true orbital already has the required density and current.

With both impurity and interaction it need not vanish. At $u=10$, $\phi_{xc}=-0.0217$, so $\phi_s=0.1783$. An orbital with the exact density but the external flux $0.2$ would carry $J=-0.3437$, which is 12% too large in magnitude relative to the exact current. For fixed density and zero winding $J$ is proportional to $\phi_s$, and the corrected flux restores the result:
$$-0.3437\times\frac{0.1783}{0.2}=-0.3064 .$$

As a test, the potential $v_s$ was built from the computed density and current, and its one-electron problem was solved at flux $\phi_s$. For all four values of $u$ the lowest orbital reproduced the interacting current. The exact density together with the external flux is therefore not enough here; the Kohn-Sham system also needs the exchange-correlation flux. At $u=2$ and $u=5$ this flux is $\phi_{xc}=-0.0124$ and $-0.0192$.

## Values computed for the example and the checks

```
Energies in eps0; J, flux and C_m dimensionless
Clean ring, N=3 polarized, phi=0.1: exact J=-0.3000
 u= 0.0 J(16 sites)=-0.28470 J(32)=-0.29614 extrapolated=-0.29995
 u= 5.0 J(16 sites)=-0.28299 J(32)=-0.29573 extrapolated=-0.29998
Clean ring, N=2: singlet-triplet crossing flux
 u= 0.0 phi_c=0.50000
 u= 2.0 phi_c=0.32073
 u= 5.0 phi_c=0.26838
 u=10.0 phi_c=0.25367
Clean ground-state J at phi=0.37684:
 u=0: -0.75367   u=10: 0.24633
Impurity: kappa=4.0 w=1.0 phi=0.2
 harmonics v_1=0.17875 v_2=0.11763 eps0
 clean J=-0.40000
 u= 0.0 E=0.24833 triplet-singlet=0.38418 J=-0.19352
 u= 2.0 E=0.56015 triplet-singlet=0.12756 J=-0.29653
 u= 5.0 E=0.68638 triplet-singlet=0.05792 J=-0.30799
 u=10.0 E=0.76587 triplet-singlet=0.04005 J=-0.30636
Ratio |J| to clean |J|, and to |J| at u=0
 u= 0.0 0.4838 1.0000
 u= 2.0 0.7413 1.5323
 u= 5.0 0.7700 1.5915
 u=10.0 0.7659 1.5831
Kohn-Sham: xc flux, and J with exact density but no xc flux
 u= 0.0 phi_xc=-0.000000 J_no_xc=-0.19352
 u= 2.0 phi_xc=-0.012437 J_no_xc=-0.31619
 u= 5.0 phi_xc=-0.019220 J_no_xc=-0.34074
 u=10.0 phi_xc=-0.021721 J_no_xc=-0.34369
Lattice-limit J: u=0 -0.19343, u=10 -0.30628
Loss coefficients C_m (eps0^-2)
 u= 0.0 C_1=32.0000 C_2=2.0000
 u=10.0 C_1=0.5677 C_2=13.0015
Weak impurity w=0.05: second-order change of J
 u= 0.0 diagonalized=0.0014763 formula=0.0014807
 u=10.0 diagonalized=0.0002761 formula=0.0002764
Potential 0.5*cos(2 theta): J at u=0, 10
 -0.35158 -0.17566
R=20.0 nm: eps0=0.19050 meV
 current unit e*eps0/h=7.3800 nA
 clean |I|=2.9520 nA
 u= 0.0 |I|=1.4282 nA
 u= 2.0 |I|=2.1884 nA
 u= 5.0 |I|=2.2730 nA
 u=10.0 |I|=2.2610 nA
```
